# Ionized-Impurity Mobility with Single and Double Donors

## Problem

Two samples of an n-type semiconductor have the same density \(n\) of free electrons, the same effective mass \(m\) and the same dielectric constant \(\varepsilon\). In one sample each donor has released one electron and carries the charge \(Z=1\). In the other each donor has released two electrons and carries \(Z=2\). All donors are fully ionized, their positions are uncorrelated, and there are no acceptors. The electrons are degenerate, occupy a parabolic isotropic band with two spin states, and are scattered by the screened donors alone. The inverse screening length \(q_s\) is the same in both samples.

(a) Find the donor density for each \(Z\), and show why \(q_s\) can be the same.

(b) Derive the momentum-relaxation rate \(1/\tau\) in the Born approximation.

(c) Show that the double donors give half the mobility of the single donors.

(d) Evaluate both mobilities for \(n=5\times10^{-4}\) Å\(^{-3}\), \(m=0.2\) electron masses and \(\varepsilon=10\).

(e) How does the ratio change if both samples also contain singly charged acceptors of density \(N_A\), with \(n\) still fixed? How does it change if the donor density is held fixed instead of \(n\)?

(f) How far does the ratio move when the Born approximation is dropped?

The algebra uses atomic units, \(\hbar=e=m_e=4\pi\epsilon_0=1\). The numbers in (d) are round model parameters and describe no particular material.

## Solution

### (a) Donor density and screening

Each donor supplies \(Z\) electrons, and no acceptor removes any. Neutrality therefore requires

\[
ZN=n,\qquad N=\frac{n}{Z}.
\]

The second sample has half as many donors as the first.

The screening comes from the free electrons. Let \(\phi(r)\) be the electrostatic potential around a donor. It lowers the electron energy by \(\phi\), which acts locally like a rise of the Fermi energy by \(\phi\). To first order the electron density grows by \((dn/dE_F)\,\phi\), and Poisson's equation reads

\[
\nabla^2\phi=-\frac{4\pi}{\varepsilon}\left[Z\delta(\mathbf r)-\frac{dn}{dE_F}\phi\right].
\]

Its decaying solution is \(\phi=Ze^{-q_sr}/(\varepsilon r)\) with \(q_s^2=(4\pi/\varepsilon)\,dn/dE_F\). For the degenerate gas \(n=k_F^3/(3\pi^2)\) and \(E_F=k_F^2/(2m)\), so

\[
\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{k_F/m}=\frac{mk_F}{\pi^2},
\qquad
q_s^2=\frac{4mk_F}{\pi\varepsilon}.
\]

This is Thomas-Fermi screening. It contains \(n\) through \(k_F\), but not \(Z\). Equal electron densities thus give equal screening within this linear theory.

### (b) The relaxation rate

**One donor.** An electron has charge \(-1\), so its potential energy is \(V(r)=-\phi(r)\). Integrating over the angles in the Fourier transform gives

\[
V(q)=-\frac{4\pi Z}{\varepsilon q}\int_0^\infty e^{-q_sr}\sin(qr)\,dr
=-\frac{4\pi Z}{\varepsilon(q^2+q_s^2)},
\]

because the integral equals \(q/(q^2+q_s^2)\). Doubling \(Z\) doubles the amplitude and multiplies \(|V(q)|^2\) by four.

**Many donors.** In a volume \(\Omega\) with donors at \(\mathbf r_j\), the matrix element for \(\mathbf k\to\mathbf k'=\mathbf k+\mathbf q\) is \(\Omega^{-1}V(q)\sum_je^{-i\mathbf q\cdot\mathbf r_j}\). Its square contains

\[
\Big|\sum_je^{-i\mathbf q\cdot\mathbf r_j}\Big|^2
=N\Omega+\sum_{j\ne l}e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)}.
\]

For independent, uniformly distributed positions and \(\mathbf q\neq0\), each phase factor averages to zero, and so does the double sum. The mean squared matrix element is \(N|V(q)|^2/\Omega\): intensities add, not amplitudes. If the donors were clustered or ordered, the double sum would survive and this step would fail.

**Why the rate contains \(1-\cos\Theta\).** Write the electron distribution as \(f=f_0+g\), where \(f_0\) is the equilibrium part and \(g=A(k)\cos\theta\), with \(\theta\) measured from the electric field. Let \(W\) be the rate from \(\mathbf k\) to \(\mathbf k'\), equal to the reverse rate. The collisions change \(f\) at the rate

\[
\sum_{\mathbf k'}W\,[f'(1-f)-f(1-f')]=\sum_{\mathbf k'}W\,(f'-f).
\]

The exclusion factors have cancelled. The scattering is elastic, so \(f_0'=f_0\) and \(A(k')=A(k)\). If \(\Theta\) is the scattering angle and \(\varphi\) the azimuth of \(\mathbf k'\) about \(\mathbf k\), then

\[
\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\varphi .
\]

Since \(W\) does not depend on \(\varphi\), the last term integrates to zero. The collision term becomes \(-g/\tau\) with

\[
\frac1\tau=\sum_{\mathbf k'}W(1-\cos\Theta).
\]

Small deflections hardly reduce the current and have little weight.

**The sum over final states.** The golden rule gives \(W=2\pi\,(N|V(q)|^2/\Omega)\,\delta(E'-E)\). The spin is conserved, so \(\sum_{\mathbf k'}=\Omega\int d^3k'/(2\pi)^3\) without a factor of two. The radial part is

\[
\int k'^2\,\delta\!\left(\frac{k'^2-k^2}{2m}\right)dk'=k^2\,\frac mk=mk .
\]

With \(c=\cos\Theta\) and a factor \(2\pi\) from the azimuth,

\[
\frac1\tau=N\,\frac{2\pi\cdot2\pi}{(2\pi)^3}\,mk\int_{-1}^{1}(1-c)|V(q)|^2dc
=\frac{Nmk}{2\pi}\int_{-1}^{1}(1-c)|V(q)|^2dc,
\]

where \(q^2=2k^2(1-c)\). Substitute \(t=2k^2(1-c)/q_s^2\), which runs from 0 to \(b=4k^2/q_s^2\). Then \(1-c=q_s^2t/(2k^2)\) and

\[
\int_{-1}^{1}\frac{(1-c)\,dc}{(q^2+q_s^2)^2}
=\frac{1}{4k^4}\int_0^b\frac{t\,dt}{(1+t)^2}
=\frac{F(b)}{4k^4}.
\]

Writing \(t/(1+t)^2=1/(1+t)-1/(1+t)^2\) gives

\[
F(b)=\ln(1+b)-\frac{b}{1+b}.
\]

The prefactor is \((Nmk/2\pi)(16\pi^2Z^2/\varepsilon^2)/(4k^4)\), hence

\[
\boxed{\frac1\tau=\frac{2\pi NZ^2m}{\varepsilon^2k^3}\,F\!\left(\frac{4k^2}{q_s^2}\right)}
\]

For strong screening, \(b\ll1\), the expansion \(F\simeq b^2/2\) gives \(1/\tau\simeq16\pi NZ^2mk/(\varepsilon^2q_s^4)\). This is the rate for a constant \(V=-4\pi Z/(\varepsilon q_s^2)\), as it should be for a potential much shorter than the electron wavelength. For weak screening, \(b\gg1\), \(F\simeq\ln b-1\) grows without limit as \(q_s\to0\), so the screening cannot be omitted. The factor \(NZ^2\) is the same in both limits.

### (c) The mobility ratio

In a field \(\mathcal E\) along \(z\) the force on an electron is \(-\mathcal E\). In the steady state the field term balances the collisions, \(-\mathcal E\,\partial f_0/\partial k_z=-g/\tau\), so

\[
g=\tau\mathcal E\,v\cos\theta\,\frac{df_0}{dE},\qquad v=\frac km .
\]

The drift velocity \(v_d\) follows from the total velocity per volume. At zero temperature \(df_0/dE=-\delta(E-E_F)\), the angular average of \(\cos^2\theta\) is \(1/3\), and the density of states with both spins is \(mk_F/\pi^2\):

\[
nv_d=2\int\frac{d^3k}{(2\pi)^3}\,v\cos\theta\,g
=-\mathcal E\,\tau\,\frac{k_F^2}{3m^2}\,\frac{mk_F}{\pi^2}
=-\mathcal E\,\frac{n\tau}{m}.
\]

The mobility is therefore \(\mu=|v_d|/\mathcal E=\tau(k_F)/m\). Now insert \(N=n/Z\) in the rate:

\[
NZ^2=\frac nZ\,Z^2=nZ,\qquad
\frac1{\tau_Z}=Z\,\frac{2\pi nm}{\varepsilon^2k^3}F(b)=\frac{Z}{\tau_1}.
\]

Everything except \(Z\) is common to the two samples, so

\[
\boxed{\frac{\mu_2}{\mu_1}=\frac{\tau_2}{\tau_1}=\frac12}
\]

There are half as many scatterers, but each scatters four times as strongly, and the total rate doubles. The relation \(\tau_2=\tau_1/2\) holds at every \(k\). At a finite temperature, \(\tau\) in the integral for \(nv_d\) is averaged over energy with weights that contain \(f_0\) but not \(Z\). The factor \(1/2\) then comes out of the average, provided \(n\) and \(q_s\) remain equal.

### (d) Numbers

The given density corresponds to \(k_F=0.2455\) Å\(^{-1}\), \(E_F=1.149\) eV and \(q_s=0.1087\) Å\(^{-1}\). At the Fermi level

\[
b=4\left(\frac{0.2455}{0.1087}\right)^2\simeq20.4,\qquad
F=\ln21.4-\frac{20.4}{21.4}\simeq2.11 .
\]

To obtain the rate directly in eV, insert \(n=k_F^3/(3\pi^2)\) and define \(\beta=m/(\varepsilon k_F)\), which is 0.1539 here. Since \(\beta^2E_F=m/(2\varepsilon^2)\),

\[
\frac1{\tau_Z}=\frac{2ZmF}{3\pi\varepsilon^2}=\frac{4Z}{3\pi}\,\beta^2E_FF .
\]

For the single donors this gives

\[
\frac{\hbar}{\tau_1}=\frac{4(0.1539)^2(1.149\ \text{eV})(2.11)}{3\pi}\simeq0.0244\ \text{eV}.
\]

For the double donors \(\hbar/\tau_2=0.0487\) eV. The donor densities are \(5.0\times10^{-4}\) and \(2.5\times10^{-4}\) Å\(^{-3}\), while \(NZ^2\) is \(5.0\times10^{-4}\) and \(1.0\times10^{-3}\) Å\(^{-3}\).

With \(\hbar\) and \(e\) restored, \(\mu=e\tau/m\) and \(1/m=2E_F/(\hbar^2k_F^2)\), so

\[
\mu_Z=\frac{e}{\hbar k_F^2}\,\frac{2E_F}{\hbar/\tau_Z}.
\]

The results are

\[
\mu_1=2.37\times10^{18}\ \text{Å}^2/(\text{V s})=237\ \text{cm}^2/(\text{V s}),
\]
\[
\mu_2=1.19\times10^{18}\ \text{Å}^2/(\text{V s})=119\ \text{cm}^2/(\text{V s}).
\]

These values belong to Thomas-Fermi screening, which is the long-wavelength limit of the electron response. The wave-number-dependent static (Lindhard) response screens less near \(q=2k_F\). It lowers both mobilities by about 3 % and leaves their ratio at \(1/2\).

The last fraction in \(\mu_Z\) equals \(k_F\ell\), where \(\ell=k_F\tau/m\) is the transport mean free path. It is about 94 for the single and 47 for the double donors. The path between collisions is shorter, because many collisions deflect the electron only slightly. Leaving out the factor \(1-c\) in the rate integral multiplies the rate by \(b^2/[2(1+b)F]\simeq4.6\), so \(k_F\) times this shorter path is about 20 and 10. Both values are still well above one, as a description by plane waves with occasional collisions requires.

Full ionization also needs checking, because a double donor attracts more strongly. At zero energy the radial s-wave function \(u\), with \(y=q_sr\), obeys

\[
\frac{d^2u}{dy^2}=-2\gamma\,\frac{e^{-y}}{y}\,u,\qquad \gamma=\frac{Zm}{\varepsilon q_s}.
\]

A bound s state exists if the solution that starts from \(u(0)=0\) has a node at \(y>0\). The curve always bends towards the axis. If it leaves the origin or a node at \(y_1\) with a slope of size \(s\), then \(|u|\le s(y-y_1)\le sy\) until it turns back. To turn back, the slope must change by \(s\), which requires \(2\gamma\int e^{-y}dy>1\) over that stretch. Two turns lie on separate stretches and would require \(2\gamma>2\), because the integral over all \(y>0\) is 1. For \(\gamma\le1\) there is thus at most one turn: a positive slope far outside the potential means no turn and no node, and a negative slope means that the curve has turned and must cross the axis. Here \(\gamma=0.35\) and \(0.70\), and numerical integration gives a positive final slope for both. A control with \(\gamma=1\) gives a negative slope and hence a bound state. States of higher angular momentum have an added repulsive term and cannot bind if the s wave does not. In this model neither donor holds an electron. At a lower \(n\), \(q_s\) falls and \(\gamma\) rises, so the assumption must be checked again.

### (e) Two changes of the conditions

**Acceptors at fixed \(n\).** Each acceptor takes up one electron, so \(ZN-N_A=n\) and \(N=(n+N_A)/Z\). Acceptors repel electrons, but \(|V|^2\) does not depend on the sign of the charge. If the acceptors, too, sit at random positions, uncorrelated with each other and with the donors, the intensities again add and the factor \(NZ^2\) is replaced by

\[
S_Z=NZ^2+N_A=Z(n+N_A)+N_A=Zn+(Z+1)N_A .
\]

The mobility is inversely proportional to \(S_Z\), which gives

\[
\frac{\mu_2}{\mu_1}=\frac{S_1}{S_2}=\frac{n+2N_A}{2n+3N_A}.
\]

With \(x=N_A/n\), the derivative of \((1+2x)/(2+3x)\) is \(1/(2+3x)^2>0\). The ratio rises steadily from \(1/2\) at \(N_A=0\) towards \(2/3\) for \(N_A\gg n\). This upper limit is formal: at fixed \(n\) the mean free path shrinks as \(1/S_Z\), and the theory fails once \(k_F\) times the path between collisions is no longer well above one. For \(N_A=n/2\) the ratio is \(2/3.5=0.571\). Both mobilities fall as acceptors are added, but the single-donor sample loses the larger fraction. These are Born results. Beyond the Born approximation the sign of the charge matters. For the parameters of (d), the phase-shift method of part (f) gives a repulsive acceptor about 9 % less than its Born rate, while the donors scatter more than theirs. The ratio at \(N_A=n/2\) then drops to about 0.54.

The addition of squared charges was tested by placing charges at random and averaging the squared sum of their phase factors. The sampled ratios are 0.486 without acceptors and 0.572 with \(N_A=n/2\). For many random phases the squared sum has a standard deviation close to its mean, so 8000 samples fix each mean to about 1.1 % and a ratio of two means to about 1.6 %. The first value lies 2.8 % below \(1/2\), which is less than two such errors.

**Fixed donor density, no acceptors.** Now \(n=ZN\), and the double donors supply twice as many electrons. From (d), \(\mu_Z=\tau_Z/m\) is proportional to \(1/[ZF(b)]\), where \(b=4k_F^2/q_s^2=\pi\varepsilon k_F/m\) grows as \(n^{1/3}\). Therefore

\[
\frac{\mu_2}{\mu_1}=\frac{F(b_1)}{2F(2^{1/3}b_1)}.
\]

Since \(F'(b)=b/(1+b)^2>0\), this is below \(1/2\). With \(b_1=20.4\), the second argument is 25.7, where \(F\simeq2.32\), and the ratio is \(2.11/(2\times2.32)\simeq0.45\). The factor \(1/2\) thus belongs to a comparison at equal electron density.

### (f) Beyond the Born approximation

For the same screened potential, the scattering amplitude can be written with phase shifts \(\delta_l\) and Legendre polynomials \(P_l\):

\[
f(\Theta)=\frac1k\sum_l(2l+1)a_lP_l(\cos\Theta),\qquad a_l=e^{i\delta_l}\sin\delta_l .
\]

The transport cross section is \(\sigma_{tr}=\int(1-\cos\Theta)|f|^2d\Omega_s\), with \(d\Omega_s\) the element of solid angle. The orthogonality of the \(P_l\) and the relation \((2l+1)cP_l=(l+1)P_{l+1}+lP_{l-1}\) give

\[
\sigma_{tr}=\frac{4\pi}{k^2}\left[\sum_l(2l+1)|a_l|^2-2\sum_l(l+1)\,\mathrm{Re}(a_l^*a_{l+1})\right].
\]

Splitting \(2l+1=(l+1)+l\) and shifting the index in the second part turns the bracket into \(\sum_l(l+1)|a_l-a_{l+1}|^2\). Because \(a_l=(e^{2i\delta_l}-1)/(2i)\), the squared difference is \(\sin^2(\delta_l-\delta_{l+1})\), and

\[
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),\qquad
\frac1\tau=N\,\frac km\,\sigma_{tr}.
\]

The phase shifts follow from numerical solution of the radial equation at \(k_F\). Multiplying the potential by a factor \(\lambda\) shows how the Born result is approached:

| \(\lambda\) | rate/Born, \(Z=1\) | rate/Born, \(Z=2\) | \(\mu_2/\mu_1\) |
|---|---|---|---|
| 1 | 1.080 | 1.136 | 0.475 |
| 0.1 | 1.0087 | 1.0172 | 0.4958 |
| 0.01 | 1.0009 | 1.0017 | 0.4996 |

The leading correction can be read from the Born series. The amplitude has terms of order \(\lambda Z\) and \((\lambda Z)^2\), so the rate relative to its Born value is \(1+a\lambda Z\) to first order, with a constant \(a\). Then

\[
\frac{\mu_2}{\mu_1}\simeq\frac12\,\frac{1+a\lambda}{1+2a\lambda}\simeq\frac12(1-a\lambda).
\]

At \(\lambda=0.1\) the single-donor rate gives \(a\lambda=0.0087\) and predicts 0.4957, close to the computed 0.4958. At \(\lambda=1\) the excess for \(Z=2\) is less than twice that for \(Z=1\), so higher orders matter there.

At full strength the mobilities become \(237.5/1.080\simeq219.9\) and \(118.7/1.136\simeq104.5\) cm\(^2\)/(V s). The ratio is 5 % below the Born value of \(1/2\), because the stronger centre departs further from the Born approximation. This calculation treats each donor alone. The screening length \(1/q_s=9.2\) Å is comparable with the donor spacing \(N^{-1/3}\), which is 13 Å for the single and 16 Å for the double donors, and scattering that involves several donors at once is left out. The calculation also keeps the linear Thomas-Fermi potential fixed. A self-consistent response of the electrons to the double charge could change the potential's shape, and the size of that effect is not determined here. The numerical output below lists the values used.

## Computed results

```
electron density n = 5.00e-04 angstrom^-3
effective mass = 0.20 electron masses
dielectric constant = 10.0
Fermi wave number = 0.2455 angstrom^-1
Fermi energy = 1.1486 eV
inverse screening length = 0.1087 angstrom^-1
b at the Fermi level = 20.410 (no unit)
F(b) = 2.1106 (no unit)
Z=1: donor density = 5.00e-04 angstrom^-3
Z=1: sum of squared charges = 5.00e-04 angstrom^-3
Z=1: hbar/tau = 0.02437 eV
Z=1: Born mobility = 2.3747e+18 angstrom^2/(V s)
Z=1: Born mobility = 237.47 cm^2/(V s)
Z=1: binding parameter Z m/(eps qs) = 0.3477
Z=1: Born parameter Z m/(eps kf) = 0.1539
Z=2: donor density = 2.50e-04 angstrom^-3
Z=2: sum of squared charges = 1.00e-03 angstrom^-3
Z=2: hbar/tau = 0.04875 eV
Z=2: Born mobility = 1.1874e+18 angstrom^2/(V s)
Z=2: Born mobility = 118.74 cm^2/(V s)
Z=2: binding parameter Z m/(eps qs) = 0.6954
Z=2: Born parameter Z m/(eps kf) = 0.3078
Born mobility ratio double/single = 0.5000
sampled ratio, no acceptors = 0.486
sampled ratio, acceptors n/2 = 0.572
formula ratio, acceptors n/2 = 0.5714
potential x 1.0: partial-wave mobility ratio = 0.47507
potential x 1.0: partial-wave/Born rate, Z=1 and Z=2 = 1.0797, 1.1363
potential x 0.1: partial-wave mobility ratio = 0.49580
potential x 0.1: partial-wave/Born rate, Z=1 and Z=2 = 1.0087, 1.0172
potential x 0.01: partial-wave mobility ratio = 0.49957
potential x 0.01: partial-wave/Born rate, Z=1 and Z=2 = 1.0009, 1.0017
```
